# Gaussian beam widths in one-photon and two-photon writing

**Question**

I am working through an exercise on laser writing in a photoresist. The beam has a Gaussian intensity profile. One resist contains a chromophore that absorbs single photons, so its response follows the intensity $I$. The other contains a chromophore that absorbs two photons at once, and its response follows $I^2$. I am asked to show that, with the same beam, each width of the two-photon response is smaller by a factor $\sqrt2$.

I can see that squaring makes the profile steeper, but I don't see where a square root comes from. If the exponent doubles, why isn't the width halved? I am also unsure what "each width" means. Does the factor depend on whether I use the half-maximum width, the $1/e^2$ radius or the rms width? Does it hold along the beam axis too? And does it mean that a two-photon resist writes lines thinner by $\sqrt2$?

**Answer**

The width is not halved because the exponent contains the square of the distance. Doubling the coefficient of $r^2$ is undone by dividing $r$ by $\sqrt2$. The factor is the same for all three of your definitions across the beam, but it is different along the axis, and a written line need not follow it.

**Setting up the two responses**

Take a circular beam and look at its focal plane, where

$$I(r)=I_0\,e^{-2r^2/w^2}.$$

Here $r$ is the distance from the beam centre and $I_0$ is the peak intensity. The length $w$ is the radius at which the intensity has fallen to $1/e^2$ of its peak, as setting $r=w$ shows.

Let $R_n$ be the excitation rate per chromophore, with $n=1$ or $2$ the number of photons absorbed together:

$$R_n(r)=k_n\,I(r)^n .$$

The constants $k_1$ and $k_2$ have different units and describe the materials. This form assumes that the two-photon rate is purely quadratic, with no one-photon background and no resonant intermediate level. I also assume a uniform resist that hardly attenuates the beam, the same exposure time everywhere, few chromophores used up, and no diffusion of the products.

A pulsed laser changes nothing here if every point sees the same pulse shape $p(t)$. The accumulated response is then $k_n I(r)^n\int p(t)^n\,dt$, and the integral is the same number at every $r$.

**Why the factor is a square root**

Divide each response by its own peak value, $R_n(0)=k_nI_0^n$. The material constant and the peak intensity cancel:

$$\frac{R_n(r)}{R_n(0)}=\left(e^{-2r^2/w^2}\right)^n=e^{-2nr^2/w^2}.$$

This is again a Gaussian. To find its $1/e^2$ radius $w_n$, write it in the same form as the beam, $e^{-2r^2/w_n^2}$, and compare the coefficients of $r^2$:

$$\frac{2}{w_n^2}=\frac{2n}{w^2}\quad\Rightarrow\quad w_n=\frac{w}{\sqrt n}.$$

So $w_1=w$ and $w_2=w/\sqrt2$. Squaring doubles $1/w_n^2$, which halves the area $\pi w_n^2$ and divides the radius by $\sqrt2$.

The light itself has not become narrower. The two-photon chromophore gives less weight to the dimmer parts of the same spot. Where the intensity is half its peak, the one-photon response is also at one half, but the two-photon response is at one quarter.

**Each width across the beam**

*Width at a fraction of the peak.* Let $W_n(f)$ be the full width at which the response equals a fraction $f$ of its own peak, with $0<f<1$. At the edge, $r=W_n/2$, so

$$e^{-2n(W_n/2)^2/w^2}=f .$$

Take the logarithm and change the sign of both sides:

$$\frac{nW_n^2}{2w^2}=\ln\frac1f
\quad\Rightarrow\quad
W_n(f)=w\sqrt{\frac{2\ln(1/f)}{n}} .$$

For the same $f$ in both responses, the logarithm cancels in the ratio:

$$\frac{W_1(f)}{W_2(f)}=\sqrt2 .$$

The half-maximum width is the case $f=1/2$, and the $1/e^2$ radius is half of $W_n(e^{-2})$. The ratio is independent of $f$ because the two curves have the same shape and differ by a change of length scale.

*Rms width.* Along a line through the centre, with coordinate $x$, define

$$\sigma_n^2=\frac{\int_{-\infty}^{\infty}x^2e^{-\beta x^2}dx}{\int_{-\infty}^{\infty}e^{-\beta x^2}dx},\qquad \beta=\frac{2n}{w^2}.$$

The denominator is $G(\beta)=\sqrt{\pi/\beta}$. Differentiating $e^{-\beta x^2}$ with respect to $\beta$ brings down a factor $-x^2$, so the numerator is

$$-\frac{dG}{d\beta}=\frac{\sqrt\pi}{2}\,\beta^{-3/2}.$$

Dividing by $G$ gives

$$\sigma_n^2=\frac{1}{2\beta}=\frac{w^2}{4n},\qquad \sigma_n=\frac{w}{2\sqrt n}.$$

Again $\sigma_1/\sigma_2=\sqrt2$, which completes the proof for the transverse widths.

**Numbers for one beam**

Choose $w=1\ \mu\text{m}$ as a round model value. The half-maximum widths are

$$W_1=(1\ \mu\text{m})\sqrt{2\ln2}=1.177\ \mu\text{m},\qquad
W_2=(1\ \mu\text{m})\sqrt{\ln2}=0.833\ \mu\text{m}.$$

The other widths follow from $w/\sqrt n$ and $w/(2\sqrt n)$:

| Width | One-photon | Two-photon |
|---|---:|---:|
| Full width at half maximum | 1.177 μm | 0.833 μm |
| $1/e^2$ radius | 1.000 μm | 0.707 μm |
| Rms width | 0.500 μm | 0.354 μm |

The definitions give different lengths, but every row has the ratio 1.414.

**Does a written line become thinner by the same factor?**

That depends on the thresholds. The width formula itself carries over from a spot to a line. If the beam moves along $x$ at constant speed, the response accumulated at a distance $y$ from the centre of the line is proportional to $\int_{-\infty}^{\infty} e^{-2n(x^2+y^2)/w^2}dx$, and hence to $e^{-2ny^2/w^2}$. This is the same profile as before, with $y$ in place of $r$.

Suppose a resist is written wherever its response exceeds a threshold. Let the threshold be a fraction $f_1$ of the peak response in the one-photon resist and $f_2$ in the two-photon resist. The width formula gives

$$\frac{W_1(f_1)}{W_2(f_2)}=\sqrt{\frac{2\ln(1/f_1)}{\ln(1/f_2)}} .$$

If $f_1=f_2$, the ratio is $\sqrt2$. This holds in the focal plane, and so for a film thin compared with the Rayleigh length $z_R$ found below. Away from focus the two-photon response falls faster against its fixed threshold: with both thresholds at 0.3 of the focal-plane peak, the line widths in the example are 1.55 and 1.10 μm at focus but 1.85 and 0.57 μm at $z=z_R$. Now suppose instead that both resists switch at the same local intensity, $I=fI_0$. The one-photon threshold is then $f_1=f$, but the two-photon threshold is $f_2=f^2$ of its peak. Since $\ln(1/f^2)=2\ln(1/f)$, the ratio is 1.

In the example, the one-photon response is at half its peak at $r=1.177/2=0.589\ \mu\text{m}$. The two-photon response there is at $0.5^2=0.25$ of its peak. A two-photon resist with its threshold at one quarter of the peak therefore writes a spot 1.177 μm wide, the same as the one-photon spot. The two resists select the same contour of the same beam. The factor $\sqrt2$ compares equal fractions of the two peaks.

**Along the beam axis**

The factor changes here because the axial profile is not Gaussian. To find that profile, build the focus from plane waves.

The field amplitude in the focal plane is proportional to the square root of the intensity, $e^{-r^2/w^2}$. Its Fourier transform gives the strength of each transverse wave number $\kappa$. For one Cartesian direction, complete the square:

$$-\frac{x^2}{w^2}-i\kappa x=-\frac{1}{w^2}\left(x+\frac{i\kappa w^2}{2}\right)^2-\frac{\kappa^2w^2}{4}.$$

The integral over the first term does not depend on $\kappa$, so the strength is proportional to $e^{-\kappa^2w^2/4}$. The other direction gives a factor of the same form, and $\kappa^2$ then stands for the total squared transverse wave number.

A wave at a small angle $\theta$ to the axis has $\kappa=k\theta$, where $k=2\pi/\lambda$ and $\lambda$ is the wavelength in the resist. Its strength is therefore

$$e^{-\theta^2/\theta_0^2},\qquad \theta_0=\frac{2}{kw}=\frac{\lambda}{\pi w}.$$

The wave number along the axis is $k\cos\theta\approx k(1-\theta^2/2)$. This is the paraxial approximation, which needs small angles. After a distance $z$ from the focus, each wave has gained the phase $-k\theta^2z/2$ relative to the wave along the axis. The number of directions between $\theta$ and $\theta+d\theta$ is proportional to $\theta\,d\theta$, so the amplitude on the axis is

$$U(z)\propto\int_0^\infty e^{-\theta^2/\theta_0^2}\,e^{-ik\theta^2z/2}\,\theta\,d\theta .$$

Substitute $u=\theta^2$, so that $\theta\,d\theta=du/2$:

$$U(z)\propto\frac12\int_0^\infty e^{-u\left(1/\theta_0^2+ikz/2\right)}du
=\frac{1}{2\left(1/\theta_0^2+ikz/2\right)}
=\frac{\theta_0^2}{2\left(1+ik\theta_0^2z/2\right)} .$$

The squared magnitude, divided by its value at $z=0$, is

$$\frac{I(0,z)}{I_0}=\frac{1}{1+z^2/z_R^2},\qquad
\frac1{z_R}=\frac{k\theta_0^2}{2}=\frac{\pi}{\lambda}\,\frac{\lambda^2}{\pi^2w^2}=\frac{\lambda}{\pi w^2}.$$

This is a Lorentzian with Rayleigh length $z_R=\pi w^2/\lambda$. Squaring it does not give another Lorentzian, so the earlier scaling argument fails. The half-maximum condition for the response $I^n$ is

$$\left(1+\frac{z^2}{z_R^2}\right)^n=2
\quad\Rightarrow\quad
z=z_R\sqrt{2^{1/n}-1}.$$

The full axial widths are $2z_R$ for $n=1$ and $2z_R\sqrt{\sqrt2-1}$ for $n=2$. Their ratio is $1/\sqrt{\sqrt2-1}=1.554$.

With $\lambda=0.8\ \mu\text{m}$ in the example, $\theta_0=0.255$ rad and $z_R=3.93\ \mu\text{m}$. In the paraxial model the axial widths are 7.85 μm and 5.05 μm. The neglected terms are of relative order $\theta_0^2\approx0.06$, and they do shift these values. With the exact axial wave number $\sqrt{k^2-\kappa^2}$ and the same focal field, the widths are about 7.60 μm and 4.82 μm, shorter by 3 and 5 per cent, and their ratio is 1.58. At half maximum, the two-photon response is shortened along the axis by more than it is narrowed across it. "Each width" in your exercise must therefore mean each transverse width.

These factors belong to the Gaussian beam. A tight focus from a uniformly filled objective has a different shape. For numerical aperture 1.4 in a medium of index 1.52, with linear polarisation, the transverse ratio is about 1.38–1.39 at half maximum and 1.33–1.34 at $1/e^2$, and the axial half-maximum ratio is about 1.39, not 1.55.

**What "the same beam" hides**

Two photons of wavelength $\lambda$ deliver the same total energy as one photon of wavelength $\lambda/2$. It is therefore fair to ask how two-photon writing at $\lambda$ compares with one-photon writing at $\lambda/2$.

Keep the focusing angle $\theta_0$ fixed, and ignore any change of refractive index between the two wavelengths. From $w=\lambda/(\pi\theta_0)$, halving the wavelength halves the beam radius. The one-photon half-maximum width becomes

$$\frac w2\sqrt{2\ln2}=\frac{1.177\ \mu\text{m}}{2}=0.589\ \mu\text{m}.$$

The two-photon width at the original wavelength is still 0.833 μm. It is larger by $0.833/0.589=1.41$, and the formulas show that this factor is again $\sqrt2$:

$$\frac{w\sqrt{\ln2}}{(w/2)\sqrt{2\ln2}}=\frac{2}{\sqrt2}=\sqrt2 .$$

Doubling the wavelength costs a factor 2 in width, and the quadratic response recovers $\sqrt2$ of it. In this comparison the two-photon spot is the wider one.

**When many chromophores are used up**

So far the response has been proportional to the rate. In a long exposure, the chromophores at the centre begin to run out. Suppose each excitation converts its chromophore permanently. The unconverted fraction $N$ obeys $dN/dt=-R_nN$, so after a time $T$ the converted fraction is

$$C_n(r)=1-e^{-R_n(r)T}=1-e^{-aq},\qquad a=R_n(0)T,\quad q=\frac{R_n(r)}{R_n(0)} .$$

The number $a$ is the peak exposure. Let $s$ be the relative rate $q$ at which the conversion is half its central value:

$$1-e^{-as}=\frac{1-e^{-a}}{2}
\quad\Rightarrow\quad
e^{-as}=\frac{1+e^{-a}}{2}
\quad\Rightarrow\quad
s=-\frac1a\ln\frac{1+e^{-a}}{2}.$$

The half-maximum width of the conversion is the width at which the rate has fallen to the fraction $s$, so it is $W_n(s)=w\sqrt{2\ln(1/s)/n}$.

For small $a$, the argument of the logarithm is close to $1-a/2$. Then $s$ approaches $1/2$, and the earlier result returns. For any $a>0$, the average of $1$ and $e^{-a}$ exceeds their geometric mean $e^{-a/2}$. Hence $e^{-as}>e^{-a/2}$ and $s<1/2$, which means that depletion widens the profile. The centre has little left to convert while the edges catch up.

Take $a=2$, for which $s=0.283$. The one-photon width grows from 1.177 to 1.589 μm and the two-photon width from 0.833 to 1.123 μm. Two cases then differ:

- If both resists have the same peak exposure, they share the same $s$, and the ratio is still $1.589/1.123=1.41$.
- If the one-photon resist is weakly exposed and the two-photon resist has $a=2$, the ratio is $1.177/1.123=1.05$. Most of the narrowing at half maximum is gone.

Depletion thus leaves the factor intact when it acts equally on both resists, and reduces it when the two-photon resist alone is overexposed.

Numbers in the example were calculated in double precision.
